# The cell-averaged potential depends on the ultrasoft augmentation charge

A band offset can be assembled from three calculations. Two bulk runs give each band edge relative to the average electrostatic potential of its own cell, and an interface run gives the step between the two averages. The practical decision is whether a bulk number obtained with one ultrasoft dataset may be combined with an interface step obtained with another. It would be safe if the average potential were a property of the material alone. The following crystal shows that it is not.

## Conventions

Hartree atomic units are used. $V$ is the potential energy of an electron, $n$ an electron number density and $\Omega$ the cell volume. The potential of a positive test charge has the opposite sign to $V$. An average "from vacuum" is taken inside a thick slab, with $V=0$ in the vacuum outside. A bar denotes a cell average.

## A crystal with two datasets

**The atom.** Two electrons occupy one s orbital with radial function

$$u(r)=N\,(e^{-r}-e^{-3r}),\qquad N^2=6,$$

which has unit norm because $\int_0^\infty(e^{-r}-e^{-3r})^2dr=\frac12-\frac24+\frac16=\frac16$. Let its level be $\varepsilon=-\frac12$. The radial equation $-\frac12u''+Vu=\varepsilon u$ then fixes the screened potential:

$$V=\varepsilon+\frac{u''}{2u}=-\frac12+\frac12\,\frac{1-9e^{-2r}}{1-e^{-2r}}=-\frac{4}{e^{2r}-1}.$$

The model is a Hartree mean field without exchange-correlation: $V$ is the sum of an ionic potential and the Hartree potential $V_H[n](\mathbf r)=\int n(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$.

**The pseudo-orbital.** Inside $r_c=2$ bohr, $u$ is replaced by $c_0r+c_1r^3+c_2r^5+c_3r^7$, matched to $u$ in value and first three derivatives. Call the resulting three-dimensional orbital $\phi$. Its norm is too small by $q=0.5439$, so two electrons lack $2q=1.0879$ electrons of charge. This is restored by $2Q(r)$, where $Q=q\,g_R$ and

$$g_R(r)=\frac{315}{64\pi R^3}\left(1-\frac{r^2}{R^2}\right)^3\quad(r<R),\qquad g_R=0\quad(r>R).$$

With $x=r/R$, the second moment of this unit charge is

$$\langle r^2\rangle=R^2\,\frac{\int_0^1x^4(1-x^2)^3dx}{\int_0^1x^2(1-x^2)^3dx}=R^2\,\frac{16/1155}{16/315}=\frac{3R^2}{11}.$$

The "broad" dataset has $R=2.0$ bohr and the "narrow" one $R=1.2$ bohr. The moments of the augmentation charge are $1.0879\times\frac{12}{11}=1.1867$ and $1.0879\times\frac{4.32}{11}=0.4272$ bohr², a difference of

$$\Delta M=M_{\rm broad}-M_{\rm narrow}=0.7595\ \text{bohr}^2 .$$

The charge being imitated, twice the difference of the true and pseudized orbital densities, has the moment 0.4910 bohr². Neither shape reproduces it, and conservation of charge does not ask for it.

**The local potentials.** For the broad dataset, $V$ inside $r_c$ is replaced by $v_0+v_1r^2+v_2r^4$, matched in value and two derivatives. Subtracting $V_H$ of the full broad density, $n=2|\phi|^2+2Q$, defines the local ionic potential $V_{\rm ion}$. The narrow dataset keeps this $V_{\rm ion}$, so its screened potential is

$$V_{\rm narrow}=V_{\rm broad}+V_H[n_{\rm narrow}-n_{\rm broad}].$$

The density difference is spherical and has no net charge, so the two potentials coincide beyond 2 bohr.

**The projectors.** Each dataset must give the same $\phi$ and $\varepsilon$. With $T$ the kinetic energy, define

$$\chi=(\varepsilon-T-V)\phi,\quad B=\langle\phi|\chi\rangle,\quad \beta=\chi/B,\quad D=B+\varepsilon q,\quad S=1+q|\beta\rangle\langle\beta|.$$

The function $\chi$ vanishes outside $r_c$, where $\phi$ and $V$ have their original forms. Since $\langle\beta|\phi\rangle=1$,

$$\left(T+V+D|\beta\rangle\langle\beta|-\varepsilon S\right)\phi=-\chi+(D-\varepsilon q)\beta=-\chi+B\beta=0 .$$

Both datasets therefore have the level $-0.5$ hartree relative to vacuum. The different $V$ inside the core is absorbed in $\chi$ and $D$.

**The average.** Put these atoms on a simple cubic lattice and take the sum of the atomic screened potentials as the crystal potential, without further self-consistency. Integrating a lattice sum over one cell is the same as integrating one term over all space, so $\overline V=\Omega^{-1}\int V_{\rm atom}\,d^3r$. Numerical quadrature gives $-9.0520$ hartree bohr³ for the broad dataset and $-7.4613$ for the narrow one. With lattice constant 6 bohr, $\Omega=216$ bohr³ and

$$\overline V_{\rm broad}=-0.041907,\qquad \overline V_{\rm narrow}=-0.034543\ \text{hartree}.$$

The averages differ by $-0.007364$ hartree, or $-200.4$ meV, although the atomic level and the potential outside the cores are the same.

## What a bulk calculation sees

Suppose a bulk code sets the $\mathbf G=0$ component of the electrostatic potential to zero. The average then cannot move, and the change appears in the band energies. To see how, note that the strength $D$ contains the potential through the augmentation charge:

$$D=D_{\rm ion}+\int V\,Q\,d^3r .$$

Adding a constant $C$ to $V$ adds $C$ to the local part of the Hamiltonian and $Cq$ to $D$, because $\int Q\,d^3r=q$. Hence

$$H\to H+C\left(1+q|\beta\rangle\langle\beta|\right)=H+CS .$$

If $H\psi=ES\psi$, the new eigenvalue is $E+C$ with the same $\psi$. Removing the average is the case $C=-\overline V$, so the level measured from the average is

$$E_0=E_{\rm vac}-\overline V .$$

The lowest level at $\Gamma$ follows from the generalized eigenproblem in plane waves. At 6 bohr, in hartree:

| Dataset | $E_{\rm vac}$ | $\overline V$ | $E_0$ |
|---|---|---|---|
| broad | −0.508455 | −0.041907 | −0.466548 |
| narrow | −0.508417 | −0.034543 | −0.473874 |

From vacuum, the datasets agree on this level to $3.8\times10^{-5}$ hartree, about 1 meV, and on the rest of the filled band (X, M, R) to about 1.2 meV. The empty states, far from the reference energy $\varepsilon$, agree less well: the second level at $\Gamma$ differs by about 53 meV and the lowest p-like level at X by about 32 meV. From the average, they disagree by $0.007326$ hartree, or 199.4 meV. At 12 bohr the volume is eight times larger: both values of $E_{\rm vac}$ are $-0.500009$ hartree, and the two $E_0$ differ by $0.000921$ hartree, or 25 meV.

## The general statement

Let the augmentation functions $Q_{ij}$ be replaced by others with the same charge, dipole and quadrupole. Let the local ionic potential, the smooth density and the occupations $\rho_{ij}=\sum_n f_n\langle\psi_n|\beta_i\rangle\langle\beta_j|\psi_n\rangle$ be held fixed, with $f_n$ the occupation of state $n$. Then, measured from vacuum,

$$\boxed{\Delta\overline V=-\frac{2\pi}{3\Omega}\,\Delta M,\qquad \Delta M=\sum_{ij}\rho_{ij}\int r^2\,\Delta Q_{ij}(\mathbf r)\,d^3r}$$

where the sum runs over all atoms in the cell and $\mathbf r$ is measured from the atom concerned. For a positive test charge the shift is $+2\pi\Delta M/(3\Omega)$.

**Proof.** Consider the density change $\Delta n=\sum_{ij}\rho_{ij}\Delta Q_{ij}$ of one atom. In a slab with normal $z$, it is repeated over a layer with area $A$ per cell; layers follow at spacing $L$, and $\Omega=AL$. Let $v(z)$ be the in-plane average of the potential energy due to one such layer. Poisson's equation for an electron is

$$v''(z)=-\frac{4\pi}{A}\,p(z),\qquad p(z)=\int\Delta n\,dx\,dy .$$

Start from $v=v'=0$ on the left. Beyond the layer on the right, $v'=-(4\pi/A)\int p\,dz=0$, because the charge is unchanged. The total change of $v$ across the layer is

$$\int v'\,dz=[z\,v']-\int z\,v''\,dz=\frac{4\pi}{A}\int z\,p\,dz=0,$$

because the dipole is unchanged. Thus $v$ is confined to the layer, and two integrations by parts have no boundary terms:

$$\int v\,dz=-\int z\,v'\,dz=\frac12\int z^2v''\,dz=-\frac{2\pi}{A}\int z^2\Delta n\,d^3r .$$

Deep in the slab, the mean over one period collects the whole integral of $v$ once, divided by $L$:

$$\Delta\overline V=-\frac{2\pi}{\Omega}\int z^2\,\Delta n\,d^3r. \tag{1}$$

An unchanged quadrupole means $\int(3x_ax_b-r^2\delta_{ab})\Delta n\,d^3r=0$, where $a,b$ label Cartesian components. Taking $a=b=z$ gives $\int z^2\Delta n\,d^3r=\frac13\int r^2\Delta n\,d^3r$. Inserting this in (1) and adding the atoms of the cell proves the result.

In the example, $2\pi\times0.7595/(3\times216)=0.007364$ hartree, which is the difference found by quadrature.

**When the quadrupole changes.** Equation (1) still holds, but the $r^2$ rule does not. Take

$$\Delta n=b\,c^{7/2}(2z^2-x^2-y^2)\,e^{-cr^2},\qquad b=0.05\ \text{bohr}^2 .$$

Its $r^2$ moment vanishes by angular integration. The Gaussian averages $\langle z^4\rangle=3/(4c^2)$ and $\langle z^2x^2\rangle=1/(4c^2)$ give

$$\int z^2\Delta n\,d^3r=b\,c^{7/2}\left(\frac{\pi}{c}\right)^{3/2}\left(\frac{6}{4c^2}-\frac{2}{4c^2}\right)=b\,\pi^{3/2}=0.278\ \text{bohr}^2 .$$

For $\Omega=216$ bohr³ the shift is $-2\pi\times0.278/216=-0.0081$ hartree. For a slab with normal $x$, the integral is $-\frac12$ as large, since the three Cartesian second moments add to zero, and the shift is $+0.0040$ hartree. The shift caused by the change of dataset then depends on the surface orientation, unless the quadrupole changes cancel in the sum over occupations and atoms, as they do for an equally filled p shell. If the augmentation functions preserve the multipoles, the shift is the same for every orientation.

## When the ionic potential is regenerated

The second moment of $Q$ does not fix the average by itself. For a neutral spherical atom with ionic charge $Z$, write $W=V_H-Z/r$ and $f=rW$. Then $f''=-4\pi r\,n$ for $r>0$, and $f$ vanishes rapidly at large $r$. Integrating by parts twice,

$$\int W\,d^3r=4\pi\int_0^\infty r f\,dr=\frac{4\pi}{6}\int_0^\infty r^3f''\,dr=-\frac{2\pi}{3}\int n\,r^2\,d^3r .$$

The boundary terms $r^2f/2$ and $r^3f'/6$ vanish at both ends. Adding the short-range part of the ionic potential gives, for a crystal of such atoms with one per cell,

$$\overline V=\frac1\Omega\left[I_{\rm ion}-\frac{2\pi}{3}\int n\,r^2\,d^3r\right],\qquad I_{\rm ion}=\int\left(V_{\rm ion}+\frac Zr\right)d^3r. \tag{2}$$

Now make a third dataset, "refit". It has the narrow $Q$, but it keeps the screened potential $V_{\rm broad}$ and obtains its ionic potential by subtracting $V_H[n_{\rm narrow}]$. Relative to the broad dataset, the ionic potential changes by $-V_H[n_{\rm narrow}-n_{\rm broad}]$. Its integral therefore changes by

$$+\frac{2\pi}{3}(M_{\rm narrow}-M_{\rm broad})=-\frac{2\pi}{3}\times0.7595=-1.5907\ \text{hartree bohr}^3,$$

taking $I_{\rm ion}$ from $-2.6499$ to $-4.2406$. The moment of the full density falls from 3.0568 to 2.2973 bohr², so its term in (2) changes from $-6.4022$ to $-4.8115$. The sums are the same: $-9.052$ in both cases. The same change of $Q$ that moved the average by 200 meV now leaves it unmoved. A generator that fixes the screened local potential first and unscreens it with its own pseudized density follows this route. The 200 meV belongs to a pair built to share $V_{\rm ion}$ and is not an estimate for two real datasets.

This cancellation has limits. It is arranged at the reference occupations $\rho^{\rm ref}_{ij}$ of the atom. In a crystal with other occupations, the ionic term still compensates the reference moment, while the Hartree term contains the actual one. At fixed smooth density and occupations this leaves

$$\Delta\overline V=-\frac{2\pi}{3\Omega}\sum_{ij}\left(\rho_{ij}-\rho^{\rm ref}_{ij}\right)\int r^2\Delta Q_{ij}\,d^3r .$$

If an exchange-correlation potential $V_{xc}$, evaluated on the pseudized density, is also subtracted in making $V_{\rm ion}$, the electrostatic average acquires a further change $-\Omega^{-1}\int\Delta V_{xc}\,d^3r$, summed over atoms, with $\Delta V_{xc}$ taken in the reference atom. Comparing the second moments of $Q$ in two files is thus not enough to decide whether they share an average.

## Consequence for band lineups

For materials 1 and 2 the offset is

$$E_{\rm off}=E_0(1)-E_0(2)+\overline V(1)-\overline V(2),$$

where the last two terms are the interface step. If material 1 is described by another dataset in both its bulk run and the interface run, $E_0(1)$ changes by $-\Delta\overline V$ and the step by $+\Delta\overline V$. They cancel, to the extent that the datasets agree on the level from vacuum.

A crystal joined to itself makes this concrete, since its true offset is zero. Let side 1 use the broad dataset and side 2 the narrow one, at 6 bohr. The bulk terms give $+0.007326$ hartree. An interface run with these same assignments has the step $-0.007364$ hartree, and the sum is $-1.0$ meV. This holds for the filled band; for the second level at $\Gamma$ the same consistent lineup leaves about 53 meV, because broad and narrow disagree on that level from vacuum. If the interface run instead uses one dataset on both sides, its step is zero and a false offset of 199 meV remains.

The residual 1 meV is a difference in $E_{\rm vac}$, not in the averages. The refit dataset helps to trace it. Its $E_{\rm vac}$ is $-0.508413$ hartree, close to the narrow value and $4.3\times10^{-5}$ above the broad one. Refit and broad have the same screened potential and projector, so they differ only in how $Q$ samples the neighbours' tails, $t=-4\sum e^{-2d}$, with $d$ the distance to each of the six nearest neighbours. Averaging $t$ over a sphere about the atom gives

$$t(0)+\frac{r^2}{6}\nabla^2t+\frac{r^4}{120}\nabla^4t+\dots$$

At $d=6$ bohr, $t(0)=-24e^{-12}=-1.47\times10^{-4}$ hartree. The radial Laplacian gives $\nabla^2t=(4-4/d)\,t=3.33\,t$ and $\nabla^4t=(16-32/d)\,t=10.7\,t$. For the chosen shape $\langle r^4\rangle=15R^4/143$. The difference in $D$, broad minus refit, is then

$$q\left[\frac{0.698}{6}\times3.33+\frac{1.46}{120}\times10.7\right]t(0)\approx-4.15\times10^{-5}\ \text{hartree},$$

where 0.698 bohr² and 1.46 bohr⁴ are the differences of $\langle r^2\rangle$ and $\langle r^4\rangle$. To first order the level moves by this amount times $|\langle\beta|\psi\rangle|^2=0.97$, or $-4.0\times10^{-5}$ hartree. The higher terms of the series and the farther neighbours bring the change in $D$ to $-4.4\times10^{-5}$ and that of the level to $-4.3\times10^{-5}$ hartree, which is the broad-minus-refit difference. It is a small transferability error of the augmentation shape.

Partial cancellation can hide a mixture of datasets. Suppose both materials contain one atom of the same element per cell, with the same occupations, and both bulk runs use a dataset whose moment exceeds that of the interface run by $\Delta M$, at fixed ionic potential. The error in the offset is

$$\frac{2\pi\Delta M}{3}\left(\frac1{\Omega_1}-\frac1{\Omega_2}\right).$$

It vanishes for equal volumes. For the two lattice constants used here it is $200-25=175$ meV.

Consistency does not require the same construction for every element. It is enough that each atom keeps its dataset between the bulk run and the interface run. Exchanging two datasets is also harmless when they give the same $E_0$, as broad and refit do here to about 1 meV, but this has to be shown and cannot be assumed. If a stored bulk value of $E_0$ came from another dataset, either the bulk run or the interface run should be repeated so that the two match. The boxed formula can replace the repeated run only when its conditions hold, and then only as far as the datasets agree on $E_{\rm vac}$ for the band edge in question. That agreement does not follow from the boxed conditions: it needs the projector and $D$ to be regenerated, and replacing $Q$ alone at fixed $\beta$ and $D_{\rm ion}$ moves $E_{\rm vac}$ of this crystal by about 0.24 hartree.
